# Why Doubling an Ion's Charge Leaves Its Polarization-Limit Mobility Unchanged

Suppose a plasma model contains singly and doubly charged titanium ions drifting through argon, and the mobility of Ti²⁺ is set to twice that of Ti⁺ because the electric force is twice as large. If polarization forces control the collisions, the predicted drift speed of Ti²⁺ is then too high by a factor of two. For a given drift flux, its predicted density is too low by the same factor.

The faulty step is short. Write the mobility, the drift speed per unit field, as

$$K=\frac{v_d}{E}=\frac{q}{\mu\nu},$$

where $q=Ze$ is the ion charge, $\mu=mM/(m+M)$ is the reduced mass of an ion of mass $m$ and an atom of mass $M$, and $\nu$ is the collision frequency for momentum transfer. Doubling $q$ doubles $K$ if $\nu$ stays fixed. But the charge also sets the force between ion and atom, and therefore $\nu$.

## The counter-example: Ti⁺ and Ti²⁺ in argon

Take rough values for a magnetron gas-aggregation source: pressure 0.5 Torr, temperature 300 K, field 1 V/cm, masses 48 u and 40 u, and an argon polarizability volume $a=1.6$ Å³. The gas density is $n=1.609\times10^{16}$ cm⁻³ and $\mu=21.82$ u. Gas, field and ion mass are the same for both charges.

**The force.** At distance $r$ the ion produces a field $F=q/(4\pi\varepsilon_0r^2)$. An atom with induced dipole $p$ has energy

$$\frac{p^2}{2(4\pi\varepsilon_0a)}-pF .$$

The first term is the cost of deforming the atom. The minimum lies at $p=4\pi\varepsilon_0aF$, where the energy is $-\tfrac12(4\pi\varepsilon_0a)F^2$. Hence

$$V(r)=-\frac{C}{r^4},\qquad C=\frac{a q^2}{8\pi\varepsilon_0}.$$

Doubling the charge quadruples the attraction: the field doubles, and so does the dipole on which it acts.

**The capture distance.** Let $g$ be the relative speed before the collision, $\varepsilon=\mu g^2/2$ the relative energy and $b$ the impact parameter. The angular momentum is $\mu gb$, so energy conservation reads

$$\varepsilon=\tfrac12\mu\dot r^2+W(r),\qquad W(r)=\frac{\varepsilon b^2}{r^2}-\frac{C}{r^4}.$$

Setting $W'(r)=-2\varepsilon b^2/r^3+4C/r^5=0$ gives $r_*^2=2C/(\varepsilon b^2)$. The barrier height is

$$W(r_*)=\frac{\varepsilon^2b^4}{2C}-\frac{\varepsilon^2b^4}{4C}=\frac{\varepsilon^2b^4}{4C}.$$

The pair passes inward over the barrier if this is less than $\varepsilon$, that is, if $b<b_c$ with

$$b_c^4=\frac{4C}{\varepsilon}.$$

At $b=b_c$ the barrier stands at $r_*=b_c/\sqrt2$.

With $e^2/(4\pi\varepsilon_0)=14.4$ eV Å, the single charge has $C=\tfrac12(1.6)(14.4)=11.5$ eV Å⁴. At the mean thermal energy $\varepsilon=\tfrac32kT=0.03878$ eV,

$$b_c=\left(\frac{4\times11.52}{0.03878}\right)^{1/4}\text{Å}=5.87\ \text{Å}.$$

For the double charge $C$ is four times larger, so $b_c$ grows by $4^{1/4}=\sqrt2$, to 8.30 Å. The area $\pi b_c^2$ doubles.

**The mobility.** The momentum-transfer cross-section is $Q_m=A\pi b_c^2$, where $A=1.105$ is a pure number obtained in the proof below. This gives 119.7 Å² for Ti⁺ and 239.4 Å² for Ti²⁺. At $\varepsilon=\tfrac32kT$ the relative speed is 585.6 m/s, so for Ti⁺

$$\nu=ngQ_m=(1.609\times10^{16})(5.856\times10^4)(1.197\times10^{-14})\ \text{s}^{-1}=1.128\times10^7\ \text{s}^{-1},$$

with lengths in cm. For Ti²⁺ it is $2.256\times10^7$ s⁻¹. Therefore

$$K(\mathrm{Ti}^{+})=\frac{e}{\mu\nu}=3920\ \frac{\text{cm}^2}{\text{V s}},\qquad
K(\mathrm{Ti}^{2+})=\frac{2e}{\mu(2\nu)}=3920\ \frac{\text{cm}^2}{\text{V s}}.$$

The naive rule would give 7840 cm²/Vs for Ti²⁺. Both ions drift at 39.2 m/s in the stated field. Rescaled to the standard gas density (0 °C, 1 atm), the common mobility is 2.35 cm²/Vs for these rounded inputs, and 2.32 cm²/Vs with $a=1.641$ Å³ and unrounded masses.

## The general statement

Consider classical, elastic, binary collisions in a dilute uniform gas at rest, with $V=-C/r^4$ as the ion-atom interaction. Ions that pass the barrier are reflected by a core of vanishing radius. Then, at fixed $m$, $M$, $a$ and $n$,

$$\boxed{\nu=Anq\sqrt{\frac{\pi a}{\varepsilon_0\mu}},\qquad K=\frac{1}{An}\sqrt{\frac{\varepsilon_0}{\pi a\mu}}}$$

The collision frequency is proportional to the charge, and the mobility does not contain it.

## Proof

**The deflection depends on one ratio.** From energy conservation, $|\dot r|=g\sqrt{1-b^2/r^2+C/(\varepsilon r^4)}$. Angular momentum conservation gives $\dot\varphi=gb/r^2$. Define $\beta=b/b_c$ and $u=b_c/r$. Since $C/\varepsilon=b_c^4/4$ and $|du|=b_c|dr|/r^2$,

$$d\varphi=\frac{b\,|dr|/r^2}{\sqrt{1-b^2/r^2+C/(\varepsilon r^4)}}=\frac{\beta\,|du|}{\sqrt{1-\beta^2u^2+u^4/4}} .$$

The inward and outward halves of the orbit sweep equal angles. An undeflected path sweeps $\pi$ in total, so the deflection angle is

$$\chi(\beta)=\pi-2\beta\int_0^{u_m}\frac{du}{\sqrt{1-\beta^2u^2+u^4/4}} .$$

For $\beta>1$ the upper limit is the turning point, $u_m^2=2\left(\beta^2-\sqrt{\beta^4-1}\right)$. For $\beta<1$ the root has no zero, the pair reaches the core, and $u_m=\infty$. Charge, speed, mass and polarizability enter $\chi$ through $\beta$ alone.

**The cross-section.** A deflection by $\chi$ removes the fraction $1-\cos\chi$ of the forward relative momentum. Weighting by the area of each ring of impact parameters,

$$Q_m=2\pi\int_0^\infty(1-\cos\chi)\,b\,db=A\pi b_c^2,\qquad A=2\int_0^\infty(1-\cos\chi)\,\beta\,d\beta .$$

The integral converges. In a distant passage a force of order $C/b^5$ acts for a time of order $b/g$. The resulting angle is of order $C/(\varepsilon b^4)\propto\beta^{-4}$, and the integrand falls as $\beta^{-7}$. Numerical integration gives $A=1.105$. The classical total cross-section, by contrast, is infinite, because even the most distant passages give some deflection. A collision frequency therefore needs a stated meaning. Here $\nu$ is the one for momentum transfer; the capture rate is $n\pi b_c^2g=\nu/A$. Both are proportional to $q$, as the next step shows.

**The speed cancels.** Insert $C$ and $\varepsilon$ into the capture distance:

$$b_c^4=4\,\frac{aq^2}{8\pi\varepsilon_0}\,\frac{2}{\mu g^2}=\frac{aq^2}{\pi\varepsilon_0\mu g^2},\qquad
b_c^2=\frac{q}{g}\sqrt{\frac{a}{\pi\varepsilon_0\mu}} .$$

Then

$$\nu=ngQ_m=ng\,A\pi\,\frac{q}{g}\sqrt{\frac{a}{\pi\varepsilon_0\mu}}=Anq\sqrt{\frac{\pi a}{\varepsilon_0\mu}} .$$

Slow pairs meet less often but have a larger cross-section, and the two effects compensate.

**The momentum balance.** Let $\mathbf v$ and $\mathbf V$ be the ion and atom velocities and $\mathbf g=\mathbf v-\mathbf V$. A collision changes the ion momentum by $\mu(\mathbf g'-\mathbf g)$. Averaging over the azimuth removes the sideways part of $\mathbf g'$ and leaves $-\mu(1-\cos\chi)\mathbf g$. Summed over impact parameters, the mean rate of change is $-\mu ngQ_m\mathbf g=-\mu\nu\mathbf g$.

Because $\nu$ is independent of speed, it comes out of the average over velocities. The gas is at rest, so $\langle\mathbf V\rangle=0$ and $\langle\mathbf g\rangle=\mathbf v_d$. In a steady state

$$qE=\mu\nu v_d ,$$

whatever the shape of the ion velocity distribution. Hence

$$K=\frac{q}{\mu\nu}=\frac{1}{An\mu}\sqrt{\frac{\varepsilon_0\mu}{\pi a}}=\frac{1}{An}\sqrt{\frac{\varepsilon_0}{\pi a\mu}} ,$$

which completes the proof. The momentum-loss rate of the ion itself is $\mu\nu/m$, since $mv_d$ decays under the drag $\mu\nu v_d$.

This result was tested with a Monte Carlo simulation of individual collisions at 15 V/cm, where the drift speed, 589 m/s, is comparable with the thermal speed. It gave 3925 cm²/Vs for $Z=1$ and 3923 cm²/Vs for $Z=2$, against 3920 from the formula. The differences lie within the statistical error of the simulation, which is a few parts in a thousand.

**Diffusion does change.** In a weak field, let the ions reach equilibrium against a wall, with density $N\propto\exp(qEx/kT)$. Zero flux requires $NKE=D\,dN/dx=DNqE/(kT)$, so $D=KkT/q$. With $K$ unchanged, doubling the charge halves $D$. Here $kT/e=0.0259$ V, which gives about 101 cm²/s for Ti⁺ and 51 cm²/s for Ti²⁺.

## The opposite limit, where the naive rule holds

Replace the attraction by a rigid sphere of radius $r_c$. Then $b=r_c\cos(\chi/2)$, so $b^2=r_c^2(1+\cos\chi)/2$, and with $c=\cos\chi$

$$Q_m=\frac{\pi r_c^2}{2}\int_{-1}^{1}(1-c)\,dc=\pi r_c^2 .$$

This contains no charge, but $\nu=ngQ_m$ now depends on speed and needs an average. As a first approximation, let the ions have a Maxwell distribution at the gas temperature, displaced by a small $v_d$. The distribution of $\mathbf g$ is then the equilibrium one times $1+\mu\,\mathbf g\cdot\mathbf v_d/(kT)$. The drag along $\mathbf v_d$ becomes

$$n\mu\,\frac{\mu v_d}{kT}\langle gQ_mg_z^2\rangle=\mu\bar\nu v_d,\qquad \bar\nu=\frac{n\mu}{3kT}\langle g^3Q_m\rangle ,$$

because $\langle gQ_mg_z^2\rangle=\langle g^3Q_m\rangle/3$ by isotropy. For the rigid sphere $\bar\nu$ is independent of $q$, and $K=q/(\mu\bar\nu)$ does double at equal temperature and density, as long as both drift speeds are small compared with the thermal speed. In a stronger field the drift itself raises the collision frequency, and the mobility grows by less than a factor of two.

With both core and polarization present, $Q_m/r_c^2$ depends only on $C/(\varepsilon r_c^4)$. Thermal averaging gives $\bar\nu=\sqrt T\,h(Z^2/T)$ with some function $h$. Thus $K\propto(Z/\sqrt T)/h(Z^2/T)$ depends on $T/Z^2$ alone. Writing $K_{\rm pol}$ for the polarization limit,

$$\frac{K_Z(T)}{K_{\rm pol}}=f\!\left(\frac{T}{Z^2}\right),\qquad \frac{K_2(T)}{K_1(T)}=\frac{f(T/4)}{f(T)} .$$

For a rough $r_c=2.5$ Å, the same for both charges, and fixed $n$:

| $T$ (K) | $K_1/K_{\rm pol}$ | $K_2/K_{\rm pol}$ | $K_2/K_1$ |
|---|---|---|---|
| 300 | 1.13 | 1.09 | 0.97 |
| 3000 | 1.09 | 1.15 | 1.05 |
| 30000 | 0.48 | 0.87 | 1.80 |

These entries use the first approximation. The second Chapman–Cowling approximation changes the first two rows by at most 0.001 and moves the last row to 0.489, 0.875 and 1.79. At 300 K the second charge lowers the mobility by about 3% in this model. The function $f$ first rises above 1 and later falls, so the ratio can lie on either side of 1 before it approaches 2.

## Real sources

The pressure, temperature and field are meant as rough values for an aggregation source. The core estimate shifts the individual mobilities at 300 K by 13% and 9% from the polarization limit, but their ratio by only 3% if both ions have the same core radius. The radii need not be equal: with 2.0 to 4.0 Å for Ti⁺ and 2.3 to 2.5 Å for Ti²⁺ the ratio lies between about 0.94 and 0.99. Ions newly formed from fast sputtered atoms can break the low-energy assumption: as an indication, the core model for a gas at 30000 K, where $\tfrac32kT=3.9$ eV, gives a mobility ratio of about 1.8, not far from the naive 2. The result therefore applies only after the ions have cooled, and then to within several per cent.

Some other corrections can be estimated for these numbers:

- The field-heating scale $Mv_d^2/(3k)$ is 2.5 K.
- The wavelength $h/(\mu g)$ is 0.31 Å, far below $b_c$, which supports classical orbits.
- Momentum relaxes over 0.08 mm for Ti⁺ and 0.04 mm for Ti²⁺. At 5 mTorr these lengths are a hundred times larger, and a local mobility becomes doubtful near sheaths.
- With an assumed $10^{10}$ background ions per cm³, the estimated Coulomb collision frequency is 2.0% of $\nu$ for Ti⁺ and 3.6% for Ti²⁺. It grows about eightfold per decade of plasma density, since the Coulomb logarithm falls, reaching 17% and 29% at $10^{11}$ cm⁻³ and exceeding $\nu$ at $10^{12}$ cm⁻³, so a dense plasma spoils the result.

Electron transfer from argon to ground-state Ti²⁺ costs roughly 2 eV, which thermal ions at 300 K generally lack. This cost must come from the relative motion, which holds only the fraction $M/(m+M)=0.45$ of the energy of a fast ion striking a slow atom. Energy conservation alone therefore forbids the transfer below 4 to 5 eV of ion energy. This is a lower bound, because the products also repel each other, by 5.8 eV at 2.5 Å: a transfer at that distance needs about 7.8 eV of relative energy, or 17 eV of ion energy. Above the lower bound the elastic model needs separate justification. It does not describe Ar⁺ in argon, where an electron can jump between identical cores and leave a slow ion behind. Higher multipoles and dispersion forces are left out of the table, and they can reverse the sign of the small deviation: an added $r^{-6}$ attraction with an assumed argon quadrupole polarizability of 50 atomic units and rough dispersion coefficients of 80 and 20 eV Å⁶ for Ti⁺ and Ti²⁺ gives a ratio of 1.06 to 1.08 at 300 K, still far from 2. The attachment of argon atoms to the ion in three-body collisions, which would change both its mass and its interaction with the gas, has not been sized here.

## Computed values

```
gas pressure: 0.50 Torr
gas temperature: 300 K
field: 1.00 V/cm
ion mass, atom mass: 48, 40 u
reduced mass: 21.818 u
polarizability volume: 1.60 A^3
gas density: 1.6094e+16 cm^-3
reduced field E/n: 6.21 Td
relative energy 3kT/2: 0.03878 eV
relative speed at that energy: 585.6 m/s
transfer number A: 1.1052
largest trajectory error in cos(chi): 1.4e-05
Z=1 capture impact parameter: 5.871 A
Z=1 barrier radius: 4.152 A
Z=1 transfer cross-section: 119.7 A^2
Z=1 capture rate constant: 6.3422e-10 cm^3/s
Z=1 collision frequency nu: 1.1281e+07 s^-1
Z=1 mobility q/(mu nu): 3920.2 cm^2/Vs
Z=1 swarm mobility: 3925.0 cm^2/Vs
Z=2 capture impact parameter: 8.303 A
Z=2 barrier radius: 5.871 A
Z=2 transfer cross-section: 239.4 A^2
Z=2 capture rate constant: 1.2684e-09 cm^3/s
Z=2 collision frequency nu: 2.2561e+07 s^-1
Z=2 mobility q/(mu nu): 3920.2 cm^2/Vs
Z=2 swarm mobility: 3923.4 cm^2/Vs
swarm test field: 15.0 V/cm
swarm drift speed, Z=1: 588.8 m/s
naive doubled mobility for Z=2: 7840.4 cm^2/Vs
mobility at standard density: 2.348 cm^2/Vs
drift speed, either charge: 39.20 m/s
core radius: 2.50 A
core model 300 K, K(Z=1)/K_pol: 1.128
core model 300 K, K(Z=2)/K_pol: 1.092
core model 300 K, K(Z=2)/K(Z=1): 0.968
core model 3000 K, K(Z=1)/K_pol: 1.094
core model 3000 K, K(Z=2)/K_pol: 1.150
core model 3000 K, K(Z=2)/K(Z=1): 1.051
core model 30000 K, K(Z=1)/K_pol: 0.483
core model 30000 K, K(Z=2)/K_pol: 0.869
core model 30000 K, K(Z=2)/K(Z=1): 1.799
core model 1e-6 K (limit only), K(Z=1)/K_pol: 1.001
core model 1e8 K (limit only), K(2)/K(1): 2.000
field heating M v_d^2/(3k): 2.46 K
background ion density: 1.0e+10 cm^-3
Z=1 Coulomb/neutral frequency: 2.01 %
Z=2 Coulomb/neutral frequency: 3.59 %
matter wavelength h/(mu g): 0.312 A
Z=1 momentum relaxation length: 0.0770 mm
Z=2 momentum relaxation length: 0.0385 mm
Z=2 attraction at core: 1.18 eV
electron-transfer gap (rough input): 2.0 eV
repulsion of transfer products at core: 5.76 eV
```
